Graphene's disorder energy from its puddle density, with first corrections

**1. Two kinds of region**

Take a neutral graphene sheet at zero temperature. In half of its area the Dirac point lies an energy Δ below the Fermi level; in the other half it lies Δ above. The first half holds electrons, the second holds an equal density of holes. The net charge averages to zero, but the number of carriers does not.

Near a Dirac point the bands are E = ±ħvk, with v the Dirac velocity and k measured from the Dirac point. Each allowed wavevector occupies an area (2π)²/A in k-space for a sheet of area A, and carries four states, from two spins and two valleys. Filling a disc of radius k_F gives the density

n = 4 · πk_F² / (2π)² = k_F²/π.

The disc is filled up to ħvk_F = Δ, so

n = Δ² / [π(ħv)²].

The hole regions have the same density by the symmetry of the bands. Every point of the sheet therefore has this carrier density, and so does the average. Solving for Δ,

Δ = ħv √(πn).

For n = 1×10¹¹ cm⁻² = 1×10⁻³ nm⁻² and v = 1×10⁶ m/s, for which ħv = 658.21 meV nm,

k_F = √(π × 10⁻³ nm⁻²) = 0.05605 nm⁻¹,

Δ = 658.21 meV nm × 0.05605 nm⁻¹ = 36.9 meV.

An explicit count of the wavevectors below this energy in a square box of side 20 µm returns 1.0002×10¹¹ cm⁻².

**2. A general disorder potential**

Let u(r) be the Fermi level measured from the local Dirac point. It is set by the total, screened potential, not by the bare potential of the impurities. Assume that u varies slowly enough for each place to fill its bands as a uniform sheet would; this is called local filling below. Then the local carrier density is u²/[π(ħv)²], whatever the sign of u.

Define the residual density n0 as the area average of electrons plus holes, and the disorder amplitude s as the rms value of u, so that s² = ⟨u²⟩. Averaging gives

n0 = s² / [π(ħv)²],

s0 = ħv √(πn0) = 36.9 meV.

The subscript marks the zero-temperature value. The shape of the distribution has dropped out because the density is quadratic in u. The two-region case had the right amplitude for this reason.

Neutrality requires the average of the net density, which is odd in u, to vanish. A symmetric distribution of u satisfies this, and s is then also the standard deviation of the potential energy. For an asymmetric distribution s is still the rms distance from the Fermi level, but the mean of u need not be zero, so s need not equal the standard deviation.

The definition of n0 matters. If the quoted number counts electrons alone, the total is 2n0 and the amplitude becomes √2 s0 = 52.2 meV. If it is the rms net density, the fourth moment enters. For a Gaussian distribution ⟨u⁴⟩ = 3s⁴, so

n_rms = √3 s² / [π(ħv)²],

and the amplitude is s0/3^(1/4) = 28.0 meV.

**3. The first correction in temperature**

At temperature T the density of states per area, 2E/[π(ħv)²], follows from differentiating n = E²/[π(ħv)²]. Define

I(u) = ∫₀^∞ E dE / [1 + e^((E−u)/kT)].

The electron density is 2I(u)/[π(ħv)²]. A hole is an empty state at energy −E, and the probability of finding it empty is 1/[1 + e^((E+u)/kT)]. The hole density is therefore 2I(−u)/[π(ħv)²].

To add the two, differentiate I. The occupation f depends on E − u, so ∂f/∂u = −∂f/∂E. Integrating by parts, with a boundary term that vanishes at both ends,

dI/du = ∫₀^∞ f dE = kT ln(1 + e^(u/kT)).

Hence

d/du [I(u) + I(−u)] = kT [ln(1 + e^(u/kT)) − ln(1 + e^(−u/kT))] = u,

because the ratio of the two arguments is e^(u/kT). Integrating from u = 0,

I(u) + I(−u) = u²/2 + 2I(0).

The constant follows by expanding 1/(eˣ + 1) in powers of e^(−x):

I(0) = (kT)² ∫₀^∞ x dx/(eˣ + 1) = (kT)² (1 − 1/2² + 1/3² − …) = π²(kT)²/12.

Multiplying the sum by 2/[π(ħv)²] and averaging over the sheet,

n0 = [s² + (π²/3)(kT)²] / [π(ħv)²].

Within linear bands and local filling, the series for the density thus ends after its first correction. Direct integration over wavevectors at 77 K and 300 K, for Gaussian, two-level and uniform distributions, agrees with this to within one part in a thousand.

For the inverse problem, n0 is held fixed and s is sought:

s² = s0² − (π²/3)(kT)² = s0² (1 − T²/T_c²), with kT_c = √3 s0/π.

For T much smaller than T_c,

s ≈ s0 [1 − ½ (T/T_c)²].

The correction is negative because heat supplies some of the carriers, leaving fewer to be explained by disorder. Here T_c = 236 K. At 77 K the expansion gives

s ≈ 36.9 meV × [1 − ½ (77/236)²] = 34.9 meV,

and the full square root gives the same to this precision. At 4 K the thermal part of the density is 2.9×10⁷ cm⁻², which is negligible beside 10¹¹ cm⁻².

Above T_c there is no real solution. At 300 K thermal carriers alone amount to 1.6×10¹¹ cm⁻², more than the stated total. A total residual density of 10¹¹ cm⁻² must therefore, in this model, refer to a lower temperature. If s = 36.9 meV is held fixed while the sheet is warmed to 300 K, the total becomes 2.6×10¹¹ cm⁻². A real screened potential may itself change on warming.

**4. The opposite limit: narrow puddles**

Local filling needs puddles wide compared with 1/k_F, which is 17.8 nm here. For a puddle 20 nm wide, k_F times the width is 1.12, and a square of that side contains 0.40 carriers on average. Local filling has no justification there, and a different limit is needed.

Take the potential energy V0 cos(qx), with V0 much smaller than ħvq, at zero temperature. The lower band is full, and the potential mixes some of the upper band into it. To first order the density change is −χ(q)V0 cos(qx). Let k and k′ be the lengths of two wavevectors that differ by q, and θ the angle between them. The squared overlap between a lower-band state at one and an upper-band state at the other is (1 − cos θ)/2, and the energy separation is ħv(k + k′). Either wavevector may supply the filled state, which gives a factor 2. With four spin and valley copies,

χ = 4 ∫ d²k/(2π)² · 2 · [(1 − cos θ)/2] / [ħv(k + k′)]
  = (1/π²ħv) ∫ d²k (1 − cos θ)/(k + k′).

Elliptic coordinates suit two distances measured from points a distance q apart:

k = (q/2)(cosh η + cos φ), k′ = (q/2)(cosh η − cos φ),

d²k = (q²/4)(cosh²η − cos²φ) dη dφ.

The cosine rule, q² = k² + k′² − 2kk′ cos θ, gives

1 − cos θ = [q² − (k − k′)²]/(2kk′) = 2 sin²φ/(cosh²η − cos²φ).

Since k + k′ = q cosh η, the bracket cancels against the area element, and

χ = (1/π²ħv)(q/2) ∫₀^2π sin²φ dφ ∫₀^∞ dη/cosh η
  = (1/π²ħv)(q/2)(π)(π/2) = q/(4ħv).

In this regime electrons and holes cannot be counted separately place by place. The natural measure of puddle density is the mean absolute net density. It coincides with the earlier n0 in the local limit at zero temperature, where each place has one kind of carrier. The mean of |cos(qx)| is 2/π, so

n0 = (2/π) V0 q/(4ħv).

One puddle is half a period wide, w = π/q, and the rms potential is s = V0/√2. Substituting both,

n0 = s/(√2 ħv w), or s = √2 ħv w n0.

The amplitude is now linear in the density instead of varying as its square root. For w = 20 nm,

s = 1.414 × 658.21 meV nm × 20 nm × 10⁻³ nm⁻² = 18.6 meV.

This is consistent with the weak-potential assumption, since V0/(ħvq) is then about 0.25.

The two limiting formulas give the same s when √2 w n0 = √(πn0), that is, at w = √(π/(2n0)), about 40 nm. Near this width neither limit is secure. Solving the Dirac equation numerically in the cosine potential, with the negative levels filled, covers the whole range. With the plane-wave set and mesh of the printed run it lies 0.8 % below the linear response at V0 = 0.05ħvq and 1.7 % below local filling at V0 = 8ħvq. These two figures reflect the finite basis and mesh. The first is the cutoff tail of the sum for χ and disappears as the basis grows. With a denser mesh the density at V0 = 8ħvq lies about 1 % above local filling. The same limitation makes the printed amplitudes (18.6, 35.6 and 36.6 meV) 0.1 to 0.2 meV too high. Converged, the rms potential that yields n0 = 10¹¹ cm⁻² is

w = 20 nm: 18.5 meV
w = 50 nm: 35.5 meV
w = 200 nm: 36.4 meV

In this model the local-filling amplitude is thus too high by a factor of two at 20 nm and by 4 % at 50 nm. The approach is not monotonic: the excess grows to about 6 % near 80 nm and falls to about 2 % only beyond 110 nm. These values are for stripes, whereas real puddles vary in two directions and have a spread of sizes. A checkerboard potential V0 cos(qx) cos(qy), for example, contains wavevectors of length √2 q. Its rms value is V0/2 and the mean of |cos(qx) cos(qy)| is 4/π², so linear response gives s = πħv w n0/(2√2), or about 15 meV for w = 20 nm. The error of local filling thus depends on the shape of the puddles, and the stripe values do not describe a particular sample.

**5. What a gate would see**

Where local filling holds, disorder also keeps the quantum capacitance from vanishing at neutrality. At zero temperature and in local filling, the net density is u|u|/[π(ħv)²], and its derivative with respect to the Fermi level is 2|u|/[π(ħv)²]. For a Gaussian distribution

⟨|u|⟩ = 2 ∫₀^∞ u e^(−u²/2s²) du/(s√(2π)) = s√(2/π),

which gives

C_q = 2e² s√(2/π) / [π(ħv)²] = 0.69 µF/cm²

for s = 36.9 meV. This assumes that the disorder potential stays fixed as the Fermi level moves. It also needs wider puddles than the formula for n0 does. In the stripe model at 30 K, with the amplitudes of section 4, C_q is about 0.09 µF/cm² for w = 20 nm, close to the clean-sheet value, against 0.40 from local filling in the same potential. For w = 50 nm it is about 0.54 against 0.76, and the two agree at 200 nm. Unlike n0, C_q depends on the shape of the distribution, since it involves the mean of |u| and not the mean square. At 300 K, with the same s, it rises to 1.10 µF/cm².

**6. The estimate beside a real device**

The parameters are rough typical values for graphene on silicon dioxide, where puddles are roughly tens of nanometres across. This is where local filling, the assumption most at risk, begins to fail: for 20 nm puddles the amplitude falls from 37 to about 18.5 meV in the cosine model. A velocity 10 % higher would raise the local-filling value to 40.6 meV. Band curvature and warping, taken from a nearest-neighbour tight-binding model, change the density at this energy by only 2 parts in 10⁵. Exchange and correlation are left out, except as far as the chosen velocity represents them. A residual density fitted to resistance or capacitance data may also follow a different definition from the one used here, and section 2 shows that this can matter by tens of per cent.

For a low-temperature total density of 10¹¹ cm⁻² and puddles much wider than 1/k_F, about 18 nm, the disorder amplitude is about 37 meV, or 5.9×10⁻²¹ J. In the stripe model this is good to about 6 % or better for widths between 50 and 200 nm; puddles that vary in two directions may have to be wider. The numerical output below lists the underlying values; in its lines for 300 K, "the same s" means the local-filling value of 36.9 meV.

Computed results

```
Residual density n0 (electrons + holes): 1.00e+11 cm^-2
Dirac velocity: 1.00e+06 m/s
hbar v: 658.21 meV nm
Fermi wavevector: 0.05605 nm^-1
Inverse Fermi wavevector: 17.8 nm
Fermi wavelength: 112.1 nm
Disorder amplitude s, local filling: 36.89 meV
Same amplitude in joules: 5.911e-21 J
Density from explicit state count: 1.0002e+11 cm^-2
s if n0 counts electrons alone: 52.2 meV
s if n0 is the rms net density: 28.0 meV
s for velocity 10 percent higher: 40.6 meV
kT at 4 K: 0.345 meV
Thermal part of density at 4 K: 2.872e+07 cm^-2
kT at 77 K: 6.635 meV
Thermal part of density at 77 K: 1.064e+10 cm^-2
kT at 300 K: 25.852 meV
Thermal part of density at 300 K: 1.615e+11 cm^-2
s if n0 was measured as a total at 77 K: 34.9 meV
Total density at 300 K for the same s: 2.615e+11 cm^-2
Ceiling temperature for total n0: 236 K
Minimum quantum capacitance, formula at 0 K: 0.693 uF/cm^2
Minimum quantum capacitance, numerical at 4 K: 0.693 uF/cm^2
Minimum quantum capacitance at 300 K, same s: 1.103 uF/cm^2
Carbon bond length used: 0.142 nm
Tight-binding hopping for this velocity: 3.090 eV
Relative density change from band shape: 2.38e-05
Cosine model / linear response, weak limit: 0.992
Cosine model / local filling, V0 = 8 hbar v q: 0.983
Puddle width 20 nm: k_F times width = 1.12
Puddle width 20 nm: carriers in a square of that side = 0.40
Puddle width 20 nm: rms potential giving n0 = 18.6 meV
Puddle width 50 nm: k_F times width = 2.80
Puddle width 50 nm: carriers in a square of that side = 2.50
Puddle width 50 nm: rms potential giving n0 = 35.6 meV
Puddle width 200 nm: k_F times width = 11.21
Puddle width 200 nm: carriers in a square of that side = 40.00
Puddle width 200 nm: rms potential giving n0 = 36.6 meV
```
